# Why GW Merges Two Addition Peaks in the One-Electron Hubbard Dimer

**Question.** One spin-up electron is shared equally by the two sites of a Hubbard dimer. As the hopping tends to zero, the exact spectrum for adding a spin-down electron has two peaks, at 0 and at the on-site repulsion \(U\). Why does GW put a single peak at \(U/2\), and in what sense does it treat the density as a classical charge?

**Answer.**

## The mechanism

The spin-up electron is on one site or the other, with probability 1/2 each. A spin-down electron added to site 1 therefore costs \(U\) if that site is occupied and nothing if it is empty. A smooth cloud carrying half an electron on each site would instead cost \(U/2\) every time.

The Hartree potential contains the cloud's average. This alone does not settle the matter, because the correlation part of GW describes density fluctuations and could split the peak again. It fails to do so because the random-phase approximation (RPA) for the screening lets the lone electron repel itself when the interaction acts, like the Coulomb interaction, between total densities. An imbalance of charge between the sites then costs energy, as it would for a classical cloud, and the fluctuation that should produce the two peaks is suppressed. This statement, and the single peak, refer to GW with \(W\) built once from the noninteracting or mean-field spin-up levels, whose gap is \(2t\). If \(W\) is updated self-consistently, the collapse does not occur, as noted below.

## What the exact self-energy contains

The Hamiltonian, with site level zero and \(\hbar=1\), is

\[
H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t,U>0 .
\]

The orbitals are \(\phi_b=(1,1)/\sqrt2\) and \(\phi_a=(1,-1)/\sqrt2\), with energies \(\varepsilon_b=-t\) and \(\varepsilon_a=t\). The spin-up electron occupies \(b\). The atomic limit means \(t/U\to0^+\) in this symmetric state.

In that limit an added spin-down electron cannot change site, so its Green function is diagonal in the sites:

\[
G(\omega)=\frac12\left[\frac1\omega+\frac1{\omega-U}\right]=\frac{\omega-U/2}{\omega(\omega-U)} .
\]

Since \(\omega(\omega-U)=(\omega-U/2)^2-U^2/4\), the inverse is

\[
G^{-1}(\omega)=\omega-\frac U2-\frac{U^2/4}{\omega-U/2}.
\]

The first \(U/2\) is the Hartree energy. The last term is the correlation self-energy. Its strength is \(U^2\) times the variance of the site occupation: because \(n_{1\uparrow}^2=n_{1\uparrow}\),

\[
\langle n_{1\uparrow}^2\rangle-\langle n_{1\uparrow}\rangle^2=\tfrac12-\tfrac14=\tfrac14 .
\]

This is not a coincidence of numbers. If the site were occupied with probability \(n\), then \(G=(1-n)/\omega+n/(\omega-U)\) and \(G^{-1}=\omega-Un-U^2n(1-n)/[\omega-U(1-n)]\). The peaks would still be a distance \(U\) apart, but the strength of the self-energy, which is also the variance of the spectrum about its mean \(Un\), would be \(U^2n(1-n)\), that is, \(U^2\) times the occupation variance. The variance of the spectrum thus measures an occupation fluctuation. The question becomes what fluctuation GW uses.

## What RPA does to the fluctuation

For GW the interaction is written in the spin-independent form \(\frac U2\sum_i n_i(n_i-1)\), with \(n_i=n_{i\uparrow}+n_{i\downarrow}\). This equals the term in \(H\) as an operator, but the choice of form matters for GW. The spin-independent form is the analogue of the Coulomb interaction, which couples total densities, and it lets the spin-up density act on itself in the screening. If \(U\) were instead kept between opposite spins only, the RPA series for the spin-down screened interaction would stop at \(U^2P\), because there is no spin-down polarization and no interaction between spin-up densities. That is the exact-response case treated under "Checking the cause". There the spectrum keeps a width of order \(U\) instead of collapsing onto \(U/2\), although only the mean-field \(G\) gives the exact peaks. The Hartree potential is \(U\langle n_i\rangle=U/2\) for both spins. Exchange is \(-U\langle n_{i\sigma}\rangle\): it cancels the Hartree term for spin up and vanishes for spin down. These shifts are the same on both sites, so the orbitals and the spin-up gap \(2t\) do not change.

The density responds through the transition \(b\to a\), whose amplitude on site \(i\) is \(\phi_b(i)\phi_a(i)=\pm\frac12\). Hence

\[
P_{ij}=\frac{(-1)^{i-j}}4\left[\frac1{\omega-2t}-\frac1{\omega+2t}\right]
=(-1)^{i-j}\frac{t}{\omega^2-4t^2}.
\]

This is already the exact density response of the one-electron state, since \(Un_{i\uparrow}n_{i\downarrow}\) does not act on a single electron.

RPA nevertheless solves \(W=U+UPW\). The matrix \(P\) gives zero on the uniform vector \((1,1)\) and has eigenvalue \(2t/(\omega^2-4t^2)\) on \((1,-1)\). In the second channel

\[
W_-=\frac{U}{1-\dfrac{2Ut}{\omega^2-4t^2}}
=\frac{U(\omega^2-4t^2)}{\omega^2-h^2}
=U+\frac{2U^2t}{\omega^2-h^2},\qquad h^2=4t^2+2Ut .
\]

The projector on this channel has elements \((-1)^{i-j}/2\), so

\[
W_{ij}=U\delta_{ij}+(-1)^{i-j}\frac{U^2t}{\omega^2-h^2}.
\]

The energy \(h\) has a classical origin. Let a cloud with amplitudes \(c_i=\sqrt{n_i}\,e^{i\theta_i}\) feel its own Hartree potential:

\[
i\dot c_1=Un_1c_1-tc_2,\qquad i\dot c_2=Un_2c_2-tc_1 .
\]

Define \(m=n_1-n_2\) and \(\varphi=\theta_2-\theta_1\). The equations for the moduli and phases are

\[
\dot m=-4t\sqrt{n_1n_2}\sin\varphi,\qquad
\dot\varphi=Um+t\cos\varphi\left(\sqrt{\frac{n_1}{n_2}}-\sqrt{\frac{n_2}{n_1}}\right).
\]

For small \(m\) and \(\varphi\), \(\sqrt{n_1n_2}\approx\frac12\) and the bracket is approximately \(2m\). Therefore \(\dot m=-2t\varphi\) and \(\dot\varphi=(U+2t)m\), which give

\[
\ddot m=-(4t^2+2Ut)\,m=-h^2m .
\]

The term \(2Ut\) is the cloud's self-repulsion. The true electron has no such term and oscillates at \(2t\).

The variance implied by a response is the sum of its residues at positive excitation energies, because these are the squared matrix elements \(|\langle n|n_1|0\rangle|^2\) over excited states. The RPA response on one site is

\[
\frac{t}{\omega^2-h^2}=\frac{t}{2h}\left[\frac1{\omega-h}-\frac1{\omega+h}\right],
\]

so its variance is

\[
v_{\rm RPA}=\frac{t}{2h}\;\longrightarrow\;\frac{t}{2\sqrt{2Ut}}=\sqrt{\frac{t}{8U}}\;\longrightarrow\;0 .
\]

Replacing \(h\) by the true excitation energy \(2t\) gives \(1/4\). The wave function still has variance \(1/4\); it is the RPA response that has lost it.

## From the lost fluctuation to one peak

Set \(A=U^2v_{\rm RPA}=U^2t/(2h)\). The frequency-dependent part of \(W\), with time-ordered poles, is

\[
W^c_{ij}(\omega')=(-1)^{i-j}A\left[\frac1{\omega'-h+i\eta}-\frac1{\omega'+h-i\eta}\right],
\]

and the correlation self-energy is \(\Sigma^c_{ij}(\omega)=\frac{i}{2\pi}\int d\omega'\,G_{ij}(\omega+\omega')W^c_{ij}(\omega')\). Both spin-down orbitals are empty, so a level \(e\) contributes \(1/(\omega+\omega'-e+i\eta)\), with its pole in the lower half-plane. Closing the contour above encloses the pole at \(\omega'=-h+i\eta\), where the bracket has residue \(-1\), so that \(W^c_{ij}\) has residue \(-A\) apart from the sign \((-1)^{i-j}\). The result is

\[
\frac{i}{2\pi}\,(2\pi i)\,\frac{-A}{\omega-e-h}=\frac{A}{\omega-e-h}.
\]

The sign \((-1)^{i-j}\) turns \(\phi_s(i)\phi_s(j)\) into \(\phi_{\bar s}(i)\phi_{\bar s}(j)\), where \(\bar s\) is the other orbital. Hence

\[
G_s(\omega)=\left[\omega-\varepsilon_s-\frac U2-\frac{A}{\omega-e_{\bar s}-h}\right]^{-1}.
\]

Here \(e_{\bar s}=\varepsilon_{\bar s}\) if \(\Sigma^c\) is built from the noninteracting \(G\), and \(e_{\bar s}=\varepsilon_{\bar s}+U/2\) if it is built from the mean-field \(G\). The poles are the eigenvalues of

\[
K_s=\begin{pmatrix}\varepsilon_s+U/2&\sqrt A\\ \sqrt A&e_{\bar s}+h\end{pmatrix},
\]

and the weights are the squared first components of its eigenvectors. The first two moments of the spectrum are thus \((K_s)_{11}=\varepsilon_s+U/2\) and \((K_s^2)_{11}=(\varepsilon_s+U/2)^2+A\).

A site spectrum is the equal average over \(s=b,a\). Since \(\varepsilon_s=\mp t\), its mean is \(U/2\) and its variance is

\[
\boxed{\;t^2+A=t^2+U^2v_{\rm RPA}\;\longrightarrow\;0\;}
\]

whichever starting \(G\) is used. It also holds if \(G\) is iterated at fixed \(W\): then \(\Sigma^c_s(\omega)=A\,G_{\bar s}(\omega-h)\), which still behaves as \(A/\omega\) at large \(\omega\), and this coefficient sets the variance. Weight farther than \(d\) from \(U/2\) contributes at least \(d^2\) per unit to the variance, so it cannot exceed \((t^2+A)/d^2\). In the limit all the weight is at \(U/2\). The argument needs the spin-up gap in \(P\) to stay at \(2t\), and it fails if \(W\) is iterated as well. Let the spin-up levels be \(\mp\Delta/2\), so that \(h^2=\Delta^2+U\Delta\) and \(A=U^2\Delta/(4h)\). Their own GW quasiparticle equation is \(\Delta/2=t+A/(\Delta+h)\). As \(t\to0\) it becomes \(h(\Delta+h)=U^2/2\), which gives \(\Delta=0.270\,U\) and \(A=0.115\,U^2\). The spurious spin-up gap then keeps the spin-down variance finite, though well below the exact \(U^2/4\). A fully self-consistent solution at inverse temperature \(400/U\) likewise keeps \(A\) near \(0.15\,U^2\) for \(t\) between \(0.1\,U\) and \(0.003\,U\). The single peak is therefore a property of GW at fixed \(W_0\).

## Checking the cause

The exact problem can be put in the same form. Start from spin-down in \(s\) and spin-up in \(b\). The interaction energy is \(U\sum_i\frac12\cdot\frac12=U/2\). The interaction couples this state to spin-down in \(\bar s\) and spin-up in \(a\), with element

\[
U\sum_i\phi_s(i)\phi_{\bar s}(i)\phi_b(i)\phi_a(i)=U\cdot2\cdot\tfrac14=\frac U2 .
\]

Couplings in which one electron changes orbital cancel between the sites. Measured from the one-electron energy \(-t\), the exact matrix is

\[
K_s^{\rm exact}=\begin{pmatrix}\varepsilon_s+U/2&U/2\\ U/2&\varepsilon_{\bar s}+U/2+2t\end{pmatrix}.
\]

This is the GW matrix with mean-field \(G\), after \(h\) is replaced by \(2t\) and \(A\) by \(U^2/4\). Removing the false self-repulsion from the density response, and changing nothing else, restores the exact spectrum at every \(t\). As \(t\to0\) the eigenvalues are \(U/2\pm U/2\), that is, 0 and \(U\).

The cure depends on the choice of \(G\). With exact response but noninteracting \(G\), the limiting poles solve \(\omega(\omega-U/2)=U^2/4\), so \(\omega=U(1\pm\sqrt5)/4\), or \(-0.309U\) and \(0.809U\). With iterated \(G\) and \(x=\omega-U/2\), the equation \(G=1/(x-U^2G/4)\) gives

\[
G=\frac{2\left(x-\sqrt{x^2-U^2}\right)}{U^2},
\]

a semicircular band of half-width \(U\) instead of two peaks. About 20% of this band, like the pole at \(-0.309U\), lies below the occupied spin-up level; all of it is counted as empty here because the number of spin-down electrons is held at zero. Correct screening is not sufficient by itself.

The symmetric state matters too. If \(t=0\) and the electron is localized on site 1, its density cannot respond and mean field gives \(U\) on site 1 and 0 on site 2. Both values are exact for that state.

## The numbers

Take \(t=10^{-4}U\). Then

\[
h=\sqrt{4\times10^{-8}+2\times10^{-4}}\;U=0.01414\,U,\qquad
v_{\rm RPA}=\frac{10^{-4}}{2\times0.01414}=0.00354,
\]

against the exact variance 0.25. The standard deviation of the GW site spectrum is \(\sqrt{10^{-8}+0.00354}\,U=0.059\,U\), while the exact one is \(0.500\,U\). For the bonding orbital the poles are:

| Calculation | Poles in units of \(U\) (weights) |
|---|---|
| Exact | 0.000 (0.500), 1.000 (0.500) |
| GW, noninteracting \(G\) | 0.007 (0.014), 0.507 (0.986) |
| GW, mean-field \(G\) | 0.447 (0.560), 0.567 (0.440) |

The single peak is a limit, and the two starting points approach it differently. With noninteracting \(G\) and \(t\ll h\ll U\), the pole near zero satisfies \(\omega-h\approx-2A/U\). Its weight is

\[
\left[1+\frac{A}{(\omega-h)^2}\right]^{-1}\approx\frac{4A}{U^2}\approx\sqrt{\frac{2t}{U}}=0.014 .
\]

With mean-field \(G\), the poles satisfy \(x(x-h)\approx A\). Since \(A\gg h^2\), their separation is approximately \(2\sqrt A\approx2U(t/8U)^{1/4}=0.119\,U\); the table gives \(0.120\,U\). This closes slowly: at \(t=10^{-8}U\) the poles are still at \(0.494\,U\) and \(0.506\,U\). At \(t=10^{-2}U\) they are at \(0.367\,U\) and \(0.775\,U\), so at that hopping the weight has not yet collapsed onto \(U/2\).

The numerical check compares these formulas with exact diagonalization, frequency integration and the time evolution of the self-repelling cloud.

## Numbers as computed

```
Energies in units of U; poles are for the bonding orbital
t/U = 1e-02: h = 0.142829 U, A = 3.5007e-02 U^2
  occupation variance: exact 0.25000, RPA 3.5007e-02
  exact: 0.00960 U (weight 0.51998), 1.01040 U (weight 0.48002)
  GW, noninteracting G: 0.06956 U (weight 0.16530), 0.57326 U (weight 0.83470)
  GW, mean-field G: 0.36737 U (weight 0.69950), 0.77546 U (weight 0.30050)
  site-spectrum standard deviation: exact 0.50010 U, GW 0.18737 U
  GW site weight within 0.1 U of U/2: noninteracting G 0.84482, mean-field G 0.00000, iterated G 0.30370
t/U = 1e-04: h = 0.014144 U, A = 3.5352e-03 U^2
  occupation variance: exact 0.25000, RPA 3.5352e-03
  exact: 0.00010 U (weight 0.50020), 1.00010 U (weight 0.49980)
  GW, noninteracting G: 0.00707 U (weight 0.01435), 0.50707 U (weight 0.98565)
  GW, mean-field G: 0.44718 U (weight 0.55988), 0.56696 U (weight 0.44012)
  site-spectrum standard deviation: exact 0.50000 U, GW 0.05946 U
  GW site weight within 0.1 U of U/2: noninteracting G 0.98566, mean-field G 1.00000, iterated G 0.95704
t/U = 1e-06: h = 0.001414 U, A = 3.5355e-04 U^2
  occupation variance: exact 0.25000, RPA 3.5355e-04
  exact: 0.00000 U (weight 0.50000), 1.00000 U (weight 0.50000)
  GW, noninteracting G: 0.00071 U (weight 0.00142), 0.50071 U (weight 0.99858)
  GW, mean-field G: 0.48189 U (weight 0.51882), 0.51952 U (weight 0.48118)
  site-spectrum standard deviation: exact 0.50000 U, GW 0.01880 U
  GW site weight within 0.1 U of U/2: noninteracting G 0.99858, mean-field G 1.00000, iterated G 1.00000
t/U = 1e-08: h = 0.000141 U, A = 3.5355e-05 U^2
  occupation variance: exact 0.25000, RPA 3.5355e-05
  exact: 0.00000 U (weight 0.50000), 1.00000 U (weight 0.50000)
  GW, noninteracting G: 0.00007 U (weight 0.00014), 0.50007 U (weight 0.99986)
  GW, mean-field G: 0.49412 U (weight 0.50595), 0.50602 U (weight 0.49405)
  site-spectrum standard deviation: exact 0.50000 U, GW 0.00595 U
  GW site weight within 0.1 U of U/2: noninteracting G 0.99986, mean-field G 1.00000, iterated G 1.00000
Exact density response in place of RPA, t/U = 1e-08
  mean-field G: 0.00000 U (weight 0.50000), 1.00000 U (weight 0.50000)
  noninteracting G: -0.30902 U (weight 0.27639), 0.80902 U (weight 0.72361)
  iterated G: band half-width 1.0000 U
  fourth central moment: iterated G 0.12500 U^4, exact 0.06250 U^4
```
